\section*{Slowest Soret relaxation time in a sealed 100-micrometre plate}

\section{Two half-plates exchanging solute}

Take a plate of thickness $L=100\,\mu\mathrm{m}$ at uniform temperature. Both faces are sealed, and the solute diffusivity is $D=1.0\times10^{-12}\,\mathrm{m^2/s}$. Suppose that the left half has mean concentration $\bar c+u$ and the right half $\bar c-u$. How quickly does $u$ disappear?

The centres of the halves are $L/2$ apart, so the gradient between them has magnitude about $2u/(L/2)=4u/L$. The flux through the mid-plane is then about $4Du/L$. Per unit area the left half contains $(L/2)(\bar c+u)$, and it loses solute through the mid-plane alone:
\begin{equation}
\frac L2\frac{du}{dt}\approx-\frac{4D}{L}u
\quad\Longrightarrow\quad
\frac{du}{dt}\approx-\frac{8D}{L^2}u .
\end{equation}
The decay time is about $L^2/(8D)$. Since $L^2/D=10000\,\mathrm{s}$, this gives $1250\,\mathrm{s}$.

A small temperature difference changes the final state from uniform to slightly graded. Solute must still pass from one half to the other, so the same time scale should govern the approach to the Soret steady state. The derivation below replaces the factor 8 and estimates how much the temperature difference changes the rate.

\section{Flux law and steady state}

Let $x$ run from the cold face at $0$ to the hot face at $L$. For a dilute solute with heat of transport $Q^*$, the flux is
\begin{equation}
J=-D\left(\frac{\partial c}{\partial x}
+\frac{Q^*}{k_{\mathrm B}T^2}\frac{dT}{dx}\,c\right),
\qquad
\frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x}.
\label{eq:flux}
\end{equation}
With this sign convention, a negative $Q^*$ drives solute towards the hot face. Sealing means $J=0$ at both faces. The temperature profile is linear and steady, with mid-plane value $T_0$ and total difference $\Delta T$. Define
\begin{equation}
s=\frac{Q^*\Delta T}{k_{\mathrm B}T_0^2}.
\end{equation}

To leading order in $\Delta T$ the drift coefficient multiplying $c$ is the constant $s/L$. In the steady state $J$ does not depend on $x$, and it vanishes at the faces, so it vanishes everywhere. Hence $c'=-(s/L)c$ and $c=Ae^{-sx/L}$. The mean and the end-to-end difference are
\begin{equation}
\bar c=\frac{A(1-e^{-s})}{s},\qquad
c(L)-c(0)=A(e^{-s}-1)=-s\,\bar c .
\end{equation}

\section{The slowest mode}

Write $c=c_{\mathrm{steady}}+u$. The flux law is linear, so $u$ obeys it too. For $|s|\ll1$, neglect the drift of $u$ and the variation of $D$ for now:
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},
\qquad
\frac{\partial u}{\partial x}=0\quad\text{at }x=0,L .
\end{equation}
Try $u=X(x)e^{-\lambda t}$, which gives $X''=-(\lambda/D)X$. Multiplying by $X$, integrating over the plate and using $X'=0$ at the faces gives $\lambda\int X^2dx=D\int X'^2dx\ge0$, so no mode grows. The condition at $x=0$ selects $X=\cos(qx)$ with $q^2=\lambda/D$. The condition at $x=L$ requires $\sin(qL)=0$, so
\begin{equation}
X_n=\cos\frac{n\pi x}{L},\qquad
\lambda_n=\frac{n^2\pi^2D}{L^2},\qquad n=0,1,2,\ldots
\end{equation}
The $n=0$ mode would change the total amount of solute, which sealing forbids. It is therefore absent from $u$ when the steady state has the same total content. The slowest relaxation has $n=1$:
\begin{equation}
\boxed{\tau=\frac{L^2}{\pi^2D}}
=\frac{10000\,\mathrm{s}}{9.8696}
=1013\,\mathrm{s}=16.9\,\mathrm{min}.
\end{equation}
A finite-volume calculation built from the flux law also gives $1013\,\mathrm{s}$.

At fixed $D$, doubling the thickness raises $\tau$ to $4053\,\mathrm{s}$. A disturbance symmetric about the mid-plane contains no $n=1$ part. Its slowest mode is $n=2$, with decay time $253\,\mathrm{s}$, because solute then has to travel only within each half. This selection is exact only while drift and the variation of $D$ are neglected; they mix in an $n=1$ part of order $\Delta T$, which governs the last small remainder.

\section{Comparison with the two-box estimate}

The two-box time is $\pi^2/8=1.23$ times the modal result. The difference comes from the gradient. For $u=a\cos(\pi x/L)$, the mean over the left half is
\begin{equation}
u_{\mathrm{half}}=\frac2L\int_0^{L/2}a\cos\frac{\pi x}{L}\,dx
=\frac{2a}{\pi},
\end{equation}
while the mid-plane slope has magnitude
\begin{equation}
\frac{\pi a}{L}=\frac{\pi^2}{2}\frac{u_{\mathrm{half}}}{L}
\approx4.93\,\frac{u_{\mathrm{half}}}{L}.
\end{equation}
The boxes used $4u/L$. They underestimated the flux for a given excess, and so overestimated the time.

\section{How much does the temperature difference matter?}

First keep $D$ constant and restore the drift. Use $\xi=x/L$, $\hat t=Dt/L^2$ and $j=JL/D$. Primes now mean $d/d\xi$, and
\begin{equation}
j=-(c'+\sigma c),\qquad
\frac{\partial c}{\partial\hat t}=-j',\qquad
\sigma(\xi)=\frac{Q^*\Delta T}{k_{\mathrm B}T(\xi)^2}.
\end{equation}
Differentiating $j$ with respect to time, with $\sigma$ fixed, gives
\begin{equation}
\frac{\partial j}{\partial\hat t}=j''+\sigma j',
\qquad j(0)=j(1)=0 .
\end{equation}
To remove the first derivative, set $j=g\chi$ with $g'=-\sigma g/2$. Then
\begin{align}
j'&=g\left(\chi'-\frac\sigma2\chi\right),\\
j''&=g\left(\chi''-\sigma\chi'-\frac{\sigma'}2\chi
+\frac{\sigma^2}{4}\chi\right),\\
j''+\sigma j'&=g\left[\chi''-
\left(\frac{\sigma^2}{4}+\frac{\sigma'}2\right)\chi\right].
\end{align}
The bracket multiplying $\chi$ is an added decay rate.

For constant $\sigma=s$, the lowest solution is $\chi=\sin\pi\xi$ and the rate is $\pi^2+s^2/4$ in units of $D/L^2$. At the deliberately large value $s=2$, the formula gives $10.8696$ and the finite-volume calculation $10.8693$. In the opposite limit to weak drift, $|s|\gg2\pi$, this constant-coefficient model gives $\tau\approx4L^2/(Ds^2)$. In the steady state the solute is then concentrated near one face in a layer of thickness $\ell=L/|s|$, and $\tau\approx4\ell^2/D$ is set by the layer, not by the plate. This $\tau$ describes only the final approach. From a uniform start, solute must first drift across the plate, which takes a time of order $L^2/(D|s|)$, longer than $\tau$. This limit belongs to the constant-coefficient model only. With the iron inputs used below, $|s|=2\pi$ needs $\Delta T\approx265\,\mathrm{K}$, across which $D$ varies about 300-fold, and the formula no longer applies.

For a linear temperature profile, $\sigma=s[1+(\Delta T/T_0)(\xi-\tfrac12)]^{-2}$, so $\sigma'\approx-2s\Delta T/T_0$. To second order in $\Delta T$ the added term is uniform across the plate, and
\begin{equation}
\frac{\lambda L^2}{D}=\pi^2+\frac{s^2}{4}-s\frac{\Delta T}{T_0}.
\label{eq:shift}
\end{equation}
Both corrections are quadratic in $\Delta T$, because $s$ is itself proportional to $\Delta T$.

Now let $D$ vary with temperature. Replacing $\Delta T$ by $-\Delta T$ at fixed $T_0$ reflects the plate about its mid-plane. Reflection cannot alter a decay rate, so the rate is an even function of $\Delta T$. The $n=1$ rate is separated from its neighbours and varies smoothly for small $\Delta T$; hence it has no linear term. This result holds when $D$ in $\tau=L^2/(\pi^2D)$ is the mid-plane value, or a plate average, which differs from it only at second order. Using a face value introduces a linear error.

\section{Approach from a uniform concentration}

The time $\tau$ is an e-folding time, not a completion time. Suppose that the solute is uniform when the temperature difference is applied. To first order in $s$, the steady profile is $\bar c[1-s(\xi-\tfrac12)]$, so the initial remainder is $u=\bar c\,s(\xi-\tfrac12)$. Its cosine coefficients follow by integration by parts, in which the boundary term vanishes:
\begin{align}
a_n&=2\int_0^1\left(\xi-\frac12\right)\cos(n\pi\xi)\,d\xi
=-\frac{2}{n\pi}\int_0^1\sin(n\pi\xi)\,d\xi\\
&=-\frac{2[1-(-1)^n]}{n^2\pi^2}.
\end{align}
These are $-4/(n^2\pi^2)$ for odd $n$ and zero for even $n$. Between the two faces, each odd cosine changes by $-2$. The end-to-end difference is therefore $-s\bar c\,F(t)$, with
\begin{equation}
F(t)=1-\frac8{\pi^2}\sum_{n\ \mathrm{odd}}
\frac{e^{-n^2t/\tau}}{n^2}.
\end{equation}
At $t=\tau$ the difference has reached $70.2\%$ of its final value. This exceeds $1-e^{-1}$ because part of the initial remainder lies in faster modes. At later times the first term suffices, and a remaining fraction $\varepsilon$ is reached at $t=\tau\ln[8/(\pi^2\varepsilon)]$. This gives $2120\,\mathrm{s}$ for $90\%$ completion and $4453\,\mathrm{s}$ for $99\%$.

\section{Carbon in a ferritic iron foil}

The prescribed $D$ is in the regime of carbon in ferritic iron near $700\,\mathrm{K}$. A rough Arrhenius law with prefactor $2.0\times10^{-6}\,\mathrm{m^2/s}$ and activation energy $0.87\,\mathrm{eV}$ gives $1.09\times10^{-12}\,\mathrm{m^2/s}$. Take a single crystal with 50 atomic ppm carbon, $\Delta T=2.0\,\mathrm{K}$ and a rough $Q^*=-1.0\,\mathrm{eV}$. Then
\begin{equation}
s=\frac{(-1.0\,\mathrm{eV})(2.0\,\mathrm K)}
{k_{\mathrm B}(700\,\mathrm K)^2}=-0.0474,
\end{equation}
and the hot face ends up richer than the cold face by $4.74\%$ of the mean.

Equation~\eqref{eq:shift} raises the relaxation rate by $0.007\%$. Variable $D$ alone lowers it by $0.005\%$, and both together raise it by $0.002\%$. The shift scales as $\Delta T^2$, reaching about $0.2\%$ at $20\,\mathrm{K}$ and about $1\%$ at $50\,\mathrm{K}$. Using the cold-face $D$, which is $2.04\%$ too low, would cause a far larger error. Larger still is the effect of an uncertain mean temperature: at $10\,\mathrm{K}$ higher, $D$ rises by $22.5\%$ and $\tau$ falls to about $1013/1.225\approx830\,\mathrm{s}$. The rough Arrhenius value of $D$ would itself give 15.5 minutes instead of 16.9. For a real foil, these inputs support no more than ``roughly a quarter of an hour''.

A real foil may also break the sealing assumption. If each face loses carbon at a flux $\kappa c$ to carbon-free surroundings, the mean decays at a rate of about $2\kappa/L$ when the leak is weak. A loss of $1\%$ during $\tau$ corresponds to
\begin{equation}
\kappa=\frac{0.01L}{2\tau}=0.493\,\mathrm{nm/s}.
\end{equation}
The $n=1$ mode has its largest amplitude at the faces. Let $X$ be the corresponding mode with the leak, which obeys $DX'=\kappa X$ at $x=0$ and $DX'=-\kappa X$ at $x=L$. Multiplying $DX''=-\lambda X$ by $X_1$ and integrating by parts twice gives $(\lambda-\lambda_1)\int X_1X\,dx=\kappa[X_1(0)X(0)+X_1(L)X(L)]$. For a weak leak $X\approx X_1$, so the extra rate is $\kappa[X_1(0)^2+X_1(L)^2]/\int X_1^2dx=2\kappa/(L/2)=4\kappa/L$, or about $2\%$ of $1/\tau$.

Dislocations can hold carbon. If trapped carbon stays in local equilibrium at $K$ times the mobile concentration, then $(1+K)\,\partial_tc=D\,\partial_x^2c$ and $\tau$ grows by the factor $1+K$. For a rough dislocation density of $10^{12}\,\mathrm{m^{-2}}$, one site per atomic spacing along the line, three octahedral lattice sites per iron atom and a binding energy of $0.8\,\mathrm{eV}$, unsaturated traps would raise $\tau$ by about $1\%$. This is only an upper bound. There are about 0.05 atomic ppm of trap sites, and at 50 atomic ppm carbon they are about $90\%$ full, which reduces the effect to about $0.01\%$. Grain boundaries in a polycrystal are not included.

If both faces are $(100)$ planes, they could hold $2.9\%$ of the carbon at one carbon atom per two surface iron atoms. This is a capacity, not a correction to $\tau$; surfaces that are still filling would violate the sealed condition. The hot face reaches 51.2 atomic ppm. The solubility at $700\,\mathrm{K}$ is poorly fixed: an older fit gives about 100 atomic ppm, but thermodynamic assessments give about 20 against cementite and about 3 against graphite. This foil is therefore probably supersaturated, and the model holds only while carbide has not precipitated. A lower carbon content eases this and leaves $s$ and $L^2/(\pi^2D)$ unchanged, but it raises the share that the surfaces can hold.

With the face temperatures imposed, the temperature settles in about $10^{-4}\,\mathrm{s}$, so treating it as steady is safe. Holding $2\,\mathrm{K}$ across so thin a foil is demanding, however: with a rough conductivity of $40\,\mathrm{W/(m\,K)}$ it takes $80\,\mathrm{W/cm^2}$. Temperature drops at the contacts can then shift the foil's mean temperature, and with it $D$ and $\tau$. The inputs and computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Thickness: 100 um
Prescribed diffusivity: 1.0e-12 m2/s
Mid-plane temperature: 700 K
Temperature difference: 2.0 K
Rough diffusion activation energy: 0.87 eV
Rough diffusion prefactor: 2.0e-06 m2/s
Diffusivity from rough Arrhenius law: 1.09e-12 m2/s
Rough heat of transport: -1.0 eV
Mean carbon content: 50 atomic ppm
L^2/D: 10000 s
pi^2: 9.8696 (dimensionless)
Slowest relaxation time: 1013.2 s = 16.9 min
Finite-volume relaxation time: 1013.2 s
Second-mode relaxation time: 253.3 s
Relaxation time at doubled thickness: 4053 s
Drift parameter s: -0.0474 (dimensionless)
Steady hot-minus-cold difference / mean: 4.74 %
Completed fraction at one tau: 70.2 %
Time to 90% completion: 2120 s
Time to 99% completion: 4453 s
Strong-drift test, s: 2.0 (dimensionless)
Strong-drift rate, numerical: 10.8693 D/L^2
Strong-drift rate, formula: 10.8696 D/L^2
Rate shift, constant drift, numerical: 0.00568 %
Rate shift, constant drift, formula: 0.00568 %
Rate shift, 1/T^2 drift, numerical: 0.00705 %
Rate shift, 1/T^2 drift, formula: 0.00705 %
Rate shift from variable D alone: -0.00500 %
Rate shift from 1/T^2 drift and variable D: 0.00206 %
Variable-D shift ratio, 10 K over 5 K: 3.998
Error in D if cold-face value is used: -2.04 %
Change in D if mean temperature is 10 K higher: 22.5 %
Rough thermal diffusivity: 1.0e-05 m2/s
Thermal settling time: 1.01e-04 s
Rough thermal conductivity: 40 W/(m K)
Heat flux needed: 80 W/cm2
Rough dislocation density: 1.0e+12 1/m2
Rough trap binding energy: 0.8 eV
Upper bound on tau increase by traps: 0.91 %
Rough iron lattice parameter: 0.287 nm
Half-layer capacity of both faces / carbon: 2.9 %
Hot-face carbon content: 51.2 atomic ppm
Rough carbon solubility: 100 atomic ppm
Leak speed for 1% loss in tau: 0.493 nm/s
Relaxation-rate increase at that leak: 1.99 %
\end{verbatim}
